# Two Linear Quadrupoles: Slip Angle, Attraction and Preferred Geometry: test program

```python
"""Electrostatic energy of two linear quadrupoles (atomic units).

Result under test: for parallel axes at angle theta to the line of centres,
    U = 6 Theta_A Theta_B P4(cos theta) / R^5,
and, for general axes at angles a, b to that line with twist phi,
    U = (3 Theta_A Theta_B / 4 R^5) F(a, b, phi).
Theta = sum q (z^2 - x^2) is the axial quadrupole moment, R the distance
between centres. The independent road is a plain Coulomb sum over rods
carrying charges (q, -2q, q), extrapolated to zero rod length.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre
from pyscf import gto, scf


def rod_energy(a, b, phi, distance, arm, theta_moment=1.0):
    """Coulomb sum for two three-charge rods with charges at -arm, 0, arm."""
    q = theta_moment / (2 * arm**2)
    sites = ((-arm, q), (0.0, -2 * q), (arm, q))
    total = 0.0
    for s, charge_a in sites:
        for t, charge_b in sites:
            dx = t * np.sin(b) * np.cos(phi) - s * np.sin(a)
            dy = t * np.sin(b) * np.sin(phi)
            dz = distance + t * np.cos(b) - s * np.cos(a)
            total = total + charge_a * charge_b / np.sqrt(dx**2 + dy**2 + dz**2)
    return total


def point_energy(a, b, phi, distance=1.0):
    """Zero-length limit of the rod energy for unit moments."""
    arm = 0.01 * distance
    short = rod_energy(a, b, phi, distance, arm)
    long = rod_energy(a, b, phi, distance, 2 * arm)
    return (4 * short - long) / 3


def formula_energy(a, b, phi):
    """Derived general formula for unit moments and unit distance."""
    ca, cb = np.cos(a), np.cos(b)
    mixed = 4 * ca * cb - np.sin(a) * np.sin(b) * np.cos(phi)
    return 0.75 * (1 - 5 * ca**2 - 5 * cb**2 - 15 * ca**2 * cb**2 + 2 * mixed**2)


# The extrapolation error of the rods is about 5e-6 in these units.
TOL = 3e-5
deg = np.degrees

# Fourth derivative of 1/r along the common axis against 4! P4 / r^5.
x, z = sp.symbols("x z", positive=True)
r = sp.sqrt(x**2 + z**2)
difference = sp.diff(1 / r, z, 4) - 24 * sp.legendre(4, z / r) / r**5
assert sp.simplify(difference) == 0

# General formula at random orientations, P4 law, and distance law.
rng = np.random.default_rng(7)
ra, rb, rphi = rng.uniform(0, np.pi, (3, 300))
general_error = np.max(np.abs(point_energy(ra, rb, rphi) - formula_energy(ra, rb, rphi)))
assert general_error < TOL
angles = np.radians(np.arange(0, 90.5, 0.5))
parallel = point_energy(angles, angles, 0.0)
p4_error = np.max(np.abs(parallel - 6 * eval_legendre(4, np.cos(angles))))
assert p4_error < TOL
power = -np.log2(point_energy(0.8, 0.8, 0.0, 2.0) / point_energy(0.8, 0.8, 0.0, 1.0))
assert abs(power - 5) < 1e-4


def parallel_energy(angle):
    return point_energy(angle, angle, 0.0)


# Limits of attraction and the best slip angle at fixed distance.
low = np.arccos(np.sqrt((15 + 2 * np.sqrt(30)) / 35))
high = np.arccos(np.sqrt((15 - 2 * np.sqrt(30)) / 35))
assert abs(brentq(parallel_energy, 0.3, 0.8) - low) < 1e-5
assert abs(brentq(parallel_energy, 0.9, 1.5) - high) < 1e-5
assert np.array_equal(parallel < 0, (angles > low) & (angles < high))
best = np.arccos(np.sqrt(3 / 7))
found = minimize_scalar(parallel_energy, bounds=(0.4, 1.3), method="bounded",
                        options={"xatol": 1e-7})
assert abs(found.x - best) < 1e-3 and abs(found.fun + 18 / 7) < TOL

# Lowest and highest energy over all orientations.
grid = np.radians(np.arange(0, 181, 5))
ga, gb, gphi = np.meshgrid(grid, grid, grid, indexing="ij")
all_energies = point_energy(ga, gb, gphi)
lowest, highest = all_energies.min(), all_energies.max()
imin = np.unravel_index(np.argmin(all_energies), all_energies.shape)
imax = np.unravel_index(np.argmax(all_energies), all_energies.shape)
assert abs(lowest + 3) < TOL and abs(highest - 6) < TOL
squares = sorted([np.cos(ga[imin])**2, np.cos(gb[imin])**2])
assert np.allclose(squares, [0, 1], atol=1e-10)
assert np.allclose([np.cos(ga[imax])**2, np.cos(gb[imax])**2], 1, atol=1e-10)

# Downhill path from the slipped parallel pair to the T shape.
D = np.radians(np.arange(0, 91, 5))
S = np.arccos(-np.cos(D) / 7)
path = point_energy((S + D) / 2, (S - D) / 2, 0.0)
assert np.all(np.diff(path) < 0)
assert np.max(np.abs(path - (-3 + 3 * np.cos(D)**2 / 7))) < TOL


# Parallel axes kept at unit perpendicular spacing.
def spaced_energy(angle):
    return point_energy(angle, angle, 0.0, 1 / np.sin(angle))


spaced_best = np.arccos(np.sqrt((35 - 2 * np.sqrt(70)) / 63))
spaced_value = 6 * np.sin(spaced_best)**5 * eval_legendre(4, np.cos(spaced_best))
assert abs(eval_legendre(5, np.cos(spaced_best))) < 1e-12
spaced = minimize_scalar(spaced_energy, bounds=(0.5, 1.4), method="bounded",
                         options={"xatol": 1e-7})
assert abs(spaced.x - spaced_best) < 1e-3
assert abs(spaced.fun - spaced_value) < TOL

# Carbon dioxide: Hartree-Fock quadrupole moment at a chosen geometry.
bond, separation = 2.2, 12.0
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, bond)], ["O", (0, 0, -bond)]],
            basis="aug-cc-pvdz", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
density = mf.make_rdm1()
second = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
electron_xx = -np.einsum("ij,ji", second[0, 0], density)
electron_zz = -np.einsum("ij,ji", second[2, 2], density)
nuclear_zz = np.sum(mol.atom_charges() * mol.atom_coords()[:, 2]**2)
quadrupole = nuclear_zz + electron_zz - electron_xx


def axis_potential(height):
    """Electrostatic potential of the molecule on its own axis."""
    with mol.with_rinv_origin((0, 0, height)):
        electrons = -np.einsum("ij,ji", mol.intor("int1e_rinv"), density)
    nuclei = np.sum(mol.atom_charges() / np.abs(height - mol.atom_coords()[:, 2]))
    return nuclei + electrons


# Far potential times height^3 tends to the moment; remove the next term.
far_moment = (4 * axis_potential(80.0) * 80**3 - axis_potential(40.0) * 40**3) / 3
assert abs(far_moment - quadrupole) < 1e-3

right = np.pi / 2
shapes = [("T-shaped", 0.0, right, 0.0), ("slipped parallel", best, best, 0.0),
          ("crossed", right, right, right), ("side-by-side parallel", right, right, 0.0),
          ("linear", 0.0, 0.0, 0.0)]
expected = [-3, -18 / 7, 3 / 4, 9 / 4, 6]
direct = [point_energy(a, b, p) for _, a, b, p in shapes]
assert np.allclose(direct, expected, atol=TOL, rtol=0)
scale = quadrupole**2 / separation**5
energies = [scale * formula_energy(a, b, p) for _, a, b, p in shapes]
finite = [rod_energy(a, b, p, separation, bond, quadrupole) for _, a, b, p in shapes]
assert np.all(np.diff(energies) > 0) and np.all(np.diff(finite) > 0)
to_kj = constants.physical_constants["Hartree energy"][0] * constants.N_A / 1000

print(f"largest error of general formula: {general_error:.1e} Theta^2/R^5")
print(f"largest error of P4 law: {p4_error:.1e} Theta^2/R^5")
print(f"fitted inverse power of distance: {power:.5f}")
for degrees in (0, 30, 45, 60, 90):
    value = eval_legendre(4, np.cos(np.radians(degrees)))
    print(f"theta = {degrees} deg: P4 = {value:.4f}, U = {6 * value:.4f} Theta^2/R^5")
print(f"attraction begins at theta = {deg(low):.2f} deg, cos^2 = {np.cos(low)**2:.5f}")
print(f"attraction ends at theta = {deg(high):.2f} deg, cos^2 = {np.cos(high)**2:.5f}")
print(f"mirror interval: {180 - deg(high):.2f} to {180 - deg(low):.2f} deg")
print(f"best slip angle at fixed R: {deg(best):.2f} deg")
print(f"lowest energy, all orientations: {lowest:.4f} Theta^2/R^5")
print(f"highest energy, all orientations: {highest:.4f} Theta^2/R^5")
print(f"best slip angle at fixed spacing h: {deg(spaced_best):.2f} deg")
print(f"its energy: {spaced_value:.4f} Theta^2/h^5")
print(f"its displacement along the axes: {1 / np.tan(spaced_best):.4f} h")
print("CO2, RHF/aug-cc-pVDZ")
print(f"C-O distance (chosen): {bond:.1f} bohr")
print(f"distance of centres R (chosen): {separation:.1f} bohr")
print(f"nuclear part of sum q z^2: {nuclear_zz:.4f} e bohr^2")
print(f"electronic part of sum q z^2: {electron_zz:.4f} e bohr^2")
print(f"electronic part of sum q x^2: {electron_xx:.4f} e bohr^2")
print(f"quadrupole moment Theta: {quadrupole:.4f} e bohr^2")
print(f"Theta from far potential: {far_moment:.4f} e bohr^2")
print(f"energy unit Theta^2/R^5: {scale * 1e6:.3f} microhartree")
print(f"model charge on each O: {quadrupole / (2 * bond**2):.4f} e")
for (name, *_), coefficient, energy, rod in zip(shapes, direct, energies, finite):
    print(f"{name}: coefficient {coefficient:.4f} (Theta^2/R^5)")
    print(f"  point quadrupoles {energy * 1e6:.2f} microhartree")
    print(f"  three-charge model {rod * 1e6:.2f} microhartree")
print(f"T-shaped, point quadrupoles: {energies[0] * to_kj:.4f} kJ/mol")
print(f"slipped parallel, point quadrupoles: {energies[1] * to_kj:.4f} kJ/mol")
print("every check passed")
```

Running it gives:

```
largest error of general formula: 4.3e-06 Theta^2/R^5
largest error of P4 law: 5.0e-06 Theta^2/R^5
fitted inverse power of distance: 5.00000
theta = 0 deg: P4 = 1.0000, U = 6.0000 Theta^2/R^5
theta = 30 deg: P4 = 0.0234, U = 0.1406 Theta^2/R^5
theta = 45 deg: P4 = -0.4062, U = -2.4375 Theta^2/R^5
theta = 60 deg: P4 = -0.2891, U = -1.7344 Theta^2/R^5
theta = 90 deg: P4 = 0.3750, U = 2.2500 Theta^2/R^5
attraction begins at theta = 30.56 deg, cos^2 = 0.74156
attraction ends at theta = 70.12 deg, cos^2 = 0.11559
mirror interval: 109.88 to 149.44 deg
best slip angle at fixed R: 49.11 deg
lowest energy, all orientations: -3.0000 Theta^2/R^5
highest energy, all orientations: 6.0000 Theta^2/R^5
best slip angle at fixed spacing h: 57.42 deg
its energy: -0.8781 Theta^2/h^5
its displacement along the axes: 0.6390 h
CO2, RHF/aug-cc-pVDZ
C-O distance (chosen): 2.2 bohr
distance of centres R (chosen): 12.0 bohr
nuclear part of sum q z^2: 77.4400 e bohr^2
electronic part of sum q z^2: -92.3929 e bohr^2
electronic part of sum q x^2: -11.0563 e bohr^2
quadrupole moment Theta: -3.8966 e bohr^2
Theta from far potential: -3.8966 e bohr^2
energy unit Theta^2/R^5: 61.019 microhartree
model charge on each O: -0.4025 e
T-shaped: coefficient -3.0000 (Theta^2/R^5)
  point quadrupoles -183.06 microhartree
  three-charge model -186.66 microhartree
slipped parallel: coefficient -2.5714 (Theta^2/R^5)
  point quadrupoles -156.91 microhartree
  three-charge model -153.13 microhartree
crossed: coefficient 0.7500 (Theta^2/R^5)
  point quadrupoles 45.76 microhartree
  three-charge model 42.17 microhartree
side-by-side parallel: coefficient 2.2500 (Theta^2/R^5)
  point quadrupoles 137.29 microhartree
  three-charge model 120.18 microhartree
linear: coefficient 6.0000 (Theta^2/R^5)
  point quadrupoles 366.12 microhartree
  three-charge model 437.70 microhartree
T-shaped, point quadrupoles: -0.4806 kJ/mol
slipped parallel, point quadrupoles: -0.4120 kJ/mol
every check passed
```
